# Charging Energy of a Well-Connected Island from Phase Instantons

Take a metallic island with capacitance $C=10^{-4}$ cm at 4 K, connected to its surroundings by a total conductance of 232 µS. If this conductance comes from 600 channels of transmission 0.01, the free energy oscillates with gate charge with an amplitude of about 0.6 µeV. If it comes from 8 channels of transmission 0.75, the amplitude is about 0.05 µeV. The capacitance, temperature and conductance are the same, yet the amplitudes differ by a factor of about twelve. The explanation lies in how a contact responds when the phase conjugate to the island charge winds by $2\pi$.

## Charge, phase and winding

Let $N$ be the number of excess electrons and $en_g$ the charge induced by the gate. In Gaussian units the charging Hamiltonian is

$$H_C=E_C(N-n_g)^2,\qquad E_C=\frac{e^2}{2C}. \tag{1}$$

The contacts have energy-independent transmissions $T_n$. The index $n$ runs over all channels of all contacts, with the two spins counted separately, so that

$$g\equiv\sum_nT_n=\frac{Gh}{e^2}. \tag{2}$$

The island has many levels, with spacing $\delta$ satisfying both $\delta\ll k_BT$ and $g\delta\ll k_BT$. We also assume that the island's own conductance is far larger than $G$, so that its potential is uniform, and that the leads and gate are held at fixed potentials by a low-impedance circuit. Adding an electron then hardly changes the electron gas, and escape through the contacts does not alter its local Green function. We may therefore treat $N$ as a variable independent of the island electrons, provided each tunnelling event also shifts $N$ by one through a factor $e^{\pm i\phi}$.

To obtain the path integral over $\phi$, consider a short imaginary time $\Delta\tau$ and put $\epsilon=\Delta\tau/\hbar$. Between phases differing by $x$, the charging propagator is $(2\pi)^{-1}\sum_Ne^{iNx-\epsilon E_C(N-n_g)^2}$. Poisson summation replaces the sum over integers by integrals, with $x$ replaced by $x+2\pi l$ and a sum over integer $l$. Each integral is Gaussian:

$$\int\frac{dN}{2\pi}\,e^{iNx-\epsilon E_C(N-n_g)^2}=\frac{e^{in_gx}}{\sqrt{4\pi\epsilon E_C}}\,e^{-x^2/4\epsilon E_C}. \tag{3}$$

The sums over $l$ let $\phi$ run over the whole real line. A path closes when $\phi(\hbar\beta)=\phi(0)+2\pi k$, with $\beta=1/k_BT$. The factors $e^{in_gx}$ multiply to $e^{2\pi ikn_g}$, and

$$Z=\sum_ke^{2\pi ikn_g}Z_k,\quad Z_k=\int_k\!D\phi\;e^{-S_C}\prod_nW_n[\phi],\quad S_C=\frac{\hbar}{4E_C}\int_0^{\hbar\beta}\!\dot\phi^2\,d\tau . \tag{4}$$

Here $W_n$ is the weight left by the electrons of channel $n$. Reversing imaginary time will be seen to give $Z_{-1}=Z_1$. When $Z_1/Z_0\ll1$ and higher windings are negligible, $F=-k_BT\ln Z$ becomes

$$F=F_0-A\cos2\pi n_g,\qquad A=2k_BT\,\frac{Z_1}{Z_0}. \tag{5}$$

The ratio of $A$ to its value for a decoupled island at the same temperature measures the suppression of the gate-charge oscillation. It is not the ratio of an effective charging energy to $E_C$, because $A$ depends exponentially on $1/E_C$.

## The weight of one channel

At the contact, a lead mode and an island mode with local densities of states $\nu_1,\nu_2$ are joined by an amplitude $t$. For a wide, symmetric band the local Green functions are

$$g_j(i\omega)=\int\frac{\nu_j\,dE}{i\omega-E}=-i\pi\nu_j\,\mathrm{sgn}\,\omega . \tag{6}$$

Let $\Lambda$ be the operator $\mathrm{sgn}\,\omega$, let $U=e^{i\phi(\tau)}$ act by multiplication, and set $\Lambda'=U\Lambda U^\dagger$. Since $U$ is periodic for every winding, it preserves the antiperiodicity of the fermions. Integrating out the two local modes gives a block determinant:

$$\det\begin{pmatrix}-g_1^{-1}&tU\\tU^\dagger&-g_2^{-1}\end{pmatrix}=\det g_1^{-1}\,\det g_2^{-1}\,\det(1-t^2g_1Ug_2U^\dagger). \tag{7}$$

By (6), $-t^2g_1Ug_2U^\dagger=a\Lambda\Lambda'$ with $a=\pi^2\nu_1\nu_2t^2$; the plus sign comes from $(-i)^2=-1$. At $\phi=0$ we have $\Lambda\Lambda'=1$. Dividing by that constant, which is common to all $Z_k$, gives

$$W=\det\frac{1+a\Lambda\Lambda'}{1+a}. \tag{8}$$

To relate $a$ to the transmission, rescale the local fields by $\sqrt{\pi\nu_j}$: the contact then depends on $a$ alone, so any convenient leads will do. Take two half-chains with hopping $-J$, joined by a bond $-t$, at zero energy. The end Green function obeys $g=1/(0-J^2g)$, whose retarded solution is $-i/J$. Hence $\pi\nu=1/J$ and $a=(t/J)^2$. With $\psi_j=i^j+r\,i^{-j}$ for $j\le0$ and $\psi_j=x\,i^j$ for $j\ge1$, the equations at sites 0 and 1 are

$$J(1-r)=tx,\qquad t(1+r)=Jx . \tag{9}$$

Eliminating $x$ gives $1-r=a(1+r)$, so

$$r=\frac{1-a}{1+a},\qquad T=1-r^2=\frac{4a}{(1+a)^2}. \tag{10}$$

We choose the root $a<1$. The root $a>1$ has the same $T$ but reverses the sign of $r$. As shown below, this reverses the sign of that channel's weight for odd winding. An odd number of such channels shifts $n_g$ by one half; an even number, such as a spin-degenerate pair, leaves it unshifted. Such shifts move the oscillation without changing its amplitude.

Now multiply (8) by the same determinant with its factors in reverse order. The two are equal because $\det(1+XY)=\det(1+YX)$. Using $\Lambda^2=\Lambda'^2=1$,

$$(1+a\Lambda\Lambda')(1+a\Lambda'\Lambda)=1+a^2+a\{\Lambda,\Lambda'\}=(1+a)^2+a(\{\Lambda,\Lambda'\}-2). \tag{11}$$

Let $P=(1+\Lambda)/2$ and $P'=(1+\Lambda')/2$ project on positive frequencies before and after the phase rotation. Then $(P-P')^2=(\Lambda-\Lambda')^2/4=(2-\{\Lambda,\Lambda'\})/4$, and (10) and (11) give

$$W^2=\det\!\left[1+\frac T4(\{\Lambda,\Lambda'\}-2)\right]=\det[1-T(P-P')^2]. \tag{12}$$

The eigenvalues $s$ of $(P-P')^2$ lie between 0 and 1. The weight is real, since conjugation of (8) reverses the order of $\Lambda$ and $\Lambda'$. It starts at 1 for $a=0$ and cannot vanish while $T<1$, so it is positive. Time reversal changes $\Lambda\to-\Lambda$ and $\Lambda'\to-\Lambda'$ while reversing the winding. The product in (8) is unchanged, which proves $Z_{-1}=Z_1$.

## Why winding costs a reflection amplitude

Put $u=e^{2\pi i\tau/\hbar\beta}$. Antiperiodic functions are $\sqrt u$ times integer powers $u^j$, and we drop the common $\sqrt u$. Powers $j\ge0$ have $\Lambda=1$, and powers $j<0$ have $\Lambda=-1$. A smooth path with winding $k\ge1$ is

$$U=u^ke^{ih},\qquad h=h_++h_0+h_-, \tag{13}$$

where the three parts of $h$ contain positive, zero and negative powers. Consider the $k$ functions

$$v_j=u^je^{ih_+},\qquad U^\dagger v_j=u^{j-k}e^{-ih_0-ih_-},\qquad j=0,\ldots,k-1. \tag{14}$$

The first has no negative powers, so $\Lambda v_j=v_j$. The second has negative powers alone, so $\Lambda'v_j=U\Lambda U^\dagger v_j=-v_j$. Thus $\Lambda\Lambda'v_j=-v_j$, and each $v_j$ contributes to (8) the factor

$$\frac{1-a}{1+a}=\sqrt{1-T}. \tag{15}$$

This is the reflection amplitude (10). The winding moves $k$ states across zero frequency, whatever the shape of the path.

There are no further vectors with $s=1$. Suppose first that $\Lambda w=w$ and $\Lambda'w=-w$. Then $U^\dagger w=q$ has negative powers alone, and $e^{-ih_+}w=u^ke^{ih_0+ih_-}q$. The left side has powers $\ge0$ and the right side powers $<k$, leaving $k$ independent solutions. Suppose instead that $\Lambda w=-w$ and $\Lambda'w=w$. Then $q=U^\dagger w$ has powers $\ge0$, and $e^{-ih_0-ih_-}w=u^ke^{ih_+}q$ equates negative powers to non-negative ones, so $w=0$.

The eigenvalues with $0<s<1$ come in pairs. Indeed $(P-P')^2$ commutes with $P$, and on positive frequencies it equals $1-PP'P$. The operator $M=(1-P)P'P$ carries an eigenvector there to negative frequencies, with

$$M^\dagger M=PP'(1-P)P'P=PP'P-(PP'P)^2=s(1-s)\neq0 . \tag{16}$$

The same map works in the other direction, so each such $s$ occurs equally often on both sides. The square root of (12), with one member kept from each pair, is

$$W_n=(1-T_n)^{|k|/2}\prod_i(1-T_ns_i)\;\le\;(1-T_n)^{|k|/2}. \tag{17}$$

Negative $k$ follows by time reversal. Since all channels see the same $\phi$, every path of winding one has the factor $\prod_n\sqrt{1-T_n}$, multiplied by a remainder no larger than one. Explicit determinants for random paths of winding 0, 1 and 2 agree with this factorization; the largest remainder met at winding one was 0.996.

## Instantons

The bound in (17) is reached by the paths

$$e^{i\phi}=\frac{u-z}{1-z^*u},\qquad |z|<1. \tag{18}$$

For $|u|=1$ the numerator and denominator have equal moduli, so $\phi$ is real. Expanding in $u$ gives non-negative powers, hence $U$ maps the positive-frequency space into itself. Then $P-P'$ is itself a projector, with eigenvalues 0 and 1. The counting above allows a single eigenvalue 1 for $k=1$, so

$$\prod_nW_n=\prod_n\sqrt{1-T_n}\qquad\text{for every }z. \tag{19}$$

At $z=0$ the phase rises uniformly. For $|z|$ close to one, most of the rise is concentrated in a short interval: the argument of $z$ sets its time, and its duration is proportional to $1-|z|$. These paths minimize the contact action $-\sum_n\ln W_n$ at winding one. Direct determinants for four values of $z$ and three transmissions reproduce $\sqrt{1-T}$ to rounding error.

The charging energy does distinguish the widths. With $\theta=2\pi\tau/\hbar\beta$,

$$\frac{d\phi}{d\theta}=\frac{u}{u-z}+\frac{z^*u}{1-z^*u}=1+\sum_{m\ge1}\left[(z/u)^m+(z^*u)^m\right]. \tag{20}$$

The mean square is $1+2\sum_{m\ge1}|z|^{2m}=(1+|z|^2)/(1-|z|^2)$. The prefactor in (4) is $(\hbar/4E_C)(2\pi/\hbar\beta)^2\hbar\beta=\pi^2k_BT/E_C$, giving

$$S_C=\frac{\kappa}{2}\,\frac{1+|z|^2}{1-|z|^2},\qquad \kappa=\frac{2\pi^2k_BT}{E_C}. \tag{21}$$

The uniform path $z=0$ is cheapest. For $\kappa\gg1$ it dominates, and the other values of $z$ appear as small fluctuations about it.

## The prefactor

Write $\phi=k\theta+h$ with $h=\sum_{m\ge1}(c_mu^m+c_m^*u^{-m})$; a constant phase has no effect. For $k\geq0$ the vectors with $s=1$ lie at positive frequencies, so the sum over pairs can be taken at negative frequencies. If $U=\sum_n\hat U_nu^n$, then

$$\sum_is_i=\mathrm{Tr}\,(1-P)UPU^\dagger=\sum_{n\ge1}n\,|\hat U_{-n}|^2, \tag{22}$$

because $n$ pairs of a negative final and a non-negative initial power differ by $-n$. To first order $U=u^k(1+ih)$, so $\hat U_{-n}=ic^*_{n+k}$ for $k=0,1$. Since $s_i$ is of second order, $\ln(1-T_ns_i)\simeq-T_ns_i$. Summing over channels gives the quadratic contact action

$$g\sum_{m\ge1}(m-k)|c_m|^2,\qquad k=0,1. \tag{23}$$

The individual transmissions have dropped out in favour of $g$. The mode $m=1$ costs nothing in the contacts at winding one, because it changes $z$.

In $S_C$ the cross term between the uniform slope and $h'$ averages to zero. The mean of $h'^2$ is $2\sum_mm^2|c_m|^2$, so fluctuations add $\kappa\sum_mm^2|c_m|^2$. Each complex Gaussian integral is inversely proportional to its stiffness. The ratio of the two windings is therefore

$$D=\prod_{m\ge1}\frac{gm+\kappa m^2}{g(m-1)+\kappa m^2}=\frac{\Gamma(1-r_1)\Gamma(1-r_2)}{\Gamma(1+g/\kappa)}, \tag{24}$$

where $r_{1,2}$ are the roots of $r^2+(g/\kappa)r-g/\kappa=0$. To obtain the second form, divide by $\kappa$, factor the denominator as $(m-r_1)(m-r_2)$, and use $\prod_{m=1}^M(m+x)=\Gamma(M+1+x)/\Gamma(1+x)$. The $M$-dependent Gamma functions cancel as $M\to\infty$ because $r_1+r_2=-g/\kappa$.

Collecting factors,

$$A=2k_BT\,e^{-\kappa/2}\,D\,K\prod_n\sqrt{1-T_n}. \tag{25}$$

The number $K$ corrects the Gaussian approximation. For each path, multiply the remainders $\prod_i(1-T_ns_i)$ of all channels and divide by the Gaussian weight, which is the exponential of minus (23). Then $K$ is the average of this ratio over the Gaussian fluctuations at winding one, divided by the same average at winding zero. We evaluate it by random sampling with 16 modes. For a decoupled island $D=K=1$ and $A=2k_BTe^{-\kappa/2}$. The product in (25) is the factor shared by all paths of winding one; $D$ and $K$ accompany it. They are not always a weak prefactor: for $g\ll\kappa$, $\ln D\simeq\pi^2g/6\kappa$ is itself linear in $g$ and offsets part of the exponent, and only for $g\gg\kappa$ does $D$ grow as a power of $g$.

## Tunnel, diffusive and open contacts

For small transmissions,

$$\prod_n\sqrt{1-T_n}=\exp\!\left[-\frac12\sum_nT_n-\frac14\sum_nT_n^2-\cdots\right]\simeq e^{-g/2}=e^{-Gh/2e^2}. \tag{26}$$

The leading exponent requires $T_n\ll1$. Accuracy of the factor itself requires $\sum_nT_n^2\ll1$ as well, a stronger demand when there are many channels. All omitted terms are negative, so at fixed $G$ the tunnel formula is an upper bound on the product. If $n$ counted orbital channels with two equal spin transmissions, each would appear twice: the product would be $\prod_n(1-T_n)$, with $G=(2e^2/h)\sum_nT_n$. The tunnel exponent in terms of $G$ would be unchanged.

For a diffusive contact we adopt the continuous density $\rho(T)=g/(2T\sqrt{1-T})$. With $T=1/\cosh^2x$ one has $\rho\,|dT|=g\,dx$, and $\frac12\ln(1-T)=\ln\tanh x$. Expanding the logarithm,

$$g\int_0^\infty\!\ln\tanh x\,dx=-2g\sum_{p\ \rm odd}\int_0^\infty\frac{e^{-2px}}{p}\,dx=-g\sum_{p\ \rm odd}\frac1{p^2}=-\frac{\pi^2}{8}g . \tag{27}$$

The exponent per unit $g$ is $-1.234$ instead of $-0.5$, because highly transmitting channels carry a large logarithm. This value belongs to the continuous density. A particular contact with small $g$ has only a few discrete channels of high transmission, and its product can differ severalfold. For example, spin-degenerate channels at $x_n=(2n-1)/g$, $n=1,2,\ldots$, give $\prod_n\tanh^2x_n=0.00122$ at $g=6$, twice the continuous value $e^{-\pi^2g/8}=0.00061$.

If one channel is fully open, (17) vanishes for every nonzero winding and $F$ no longer depends on $n_g$. This holds within the model: a finite level spacing or energy-dependent scattering lies outside it.

## A weak contact as a second case

The exponent $g/2$ should not be applied to every island with tunnel contacts. Let $T_n\to0$ with $g\ll1$. From (12), the contact action is $\frac g2\mathrm{Tr}(P-P')^2=\frac g2\sum_n|n||\hat U_n|^2$, where positive frequencies supply the terms $n>0$ and negative frequencies those with $n<0$.

To first order in $g$ this is averaged over the free rotor, for which $\langle|c_m|^2\rangle=1/\kappa m^2$. With $x=\tau/\hbar\beta$, the phase correlator is $e^{2\pi ikx}f(x)$, where

$$f(x)=\exp\!\left[-\frac2\kappa\sum_{m\ge1}\frac{1-\cos2\pi mx}{m^2}\right]=e^{-\beta E_Cx(1-x)}, \tag{28}$$

since the sum equals $\pi^2x(1-x)$. If $f_n$ are the Fourier coefficients of $f$, then $\langle|\hat U_n|^2\rangle=f_{n-k}$. The difference between the mean actions at windings one and zero is

$$\frac g2\sum_n(|n+1|-|n|)f_n=\frac g2\left[\sum_{n\ge0}f_n-\sum_{n<0}f_n\right]=\frac g2f_0, \tag{29}$$

because $f_n=f_{-n}$. Therefore

$$\ln\frac{Z_1}{Z_0}+\frac\kappa2=-\frac g2\int_0^1e^{-\beta E_Cx(1-x)}dx+O(g^2). \tag{30}$$

At high temperature the integral tends to one and the exponent $g/2$ returns. Its first correction, $+g\beta E_C/12$, agrees with $\ln D\simeq(g/\kappa)\sum_mm^{-2}$. At low temperature the integral is small: a weak contact leaves most of the charging energy intact. For $g=0.1$ and $E_C/k_BT=2$, equation (30) gives $-0.0362$, and sampling the full weights gives $-0.0361$.

## Four contacts with one conductance

For the island of the opening, $E_C=e^2/2C=1.15\times10^{-15}$ erg $=0.720$ meV and $k_BT=0.345$ meV. Hence $\kappa=2\pi^2(0.479)=9.45$, large enough for the uniform instanton to be a fair starting point. The decoupled island would have

$$2k_BTe^{-\kappa/2}=2(0.3447\ \text{meV})(8.87\times10^{-3})=6.11\ \mu\text{eV}. \tag{31}$$

With $g=6$, the Gaussian factor is $D=2.33$ for all four contacts. The level spacing must lie far below $k_BT/g=57$ µeV. For the 600 weak channels,

$$A=(6.115\ \mu\text{eV})(2.332)(0.909)(0.04904)=0.636\ \mu\text{eV}. \tag{32}$$

| Contact | $\prod\sqrt{1-T_n}$ | $K$ | $A$ (neV) |
|---|---|---|---|
| $600\times0.01$ | 0.0490 | 0.909 | 636 |
| $12\times0.5$ | 0.0156 | 0.939 | 209 |
| $8\times0.75$ | 0.00391 | 0.957 | 53 |
| diffusive (continuous density) | 0.000610 | 0.952 | 8.3 |

The sampling error of $K$ is about 0.002 in each row. The cutoff at 16 modes adds a systematic error. Its size can be estimated for weak channels to first order in $g$, where (24) and (30) give $\ln K=-(g/2)\int_0^1(e^{-y}-1+y)\,dx$ with $y=\beta E_Cx(1-x)$. The omitted modes supply $(2/\kappa)\sum_{m>16}m^{-2}\approx0.013$ of the mean value 0.35 of $y$, which lowers $\ln K$ by about $(g/2)(0.013)(0.35)\approx0.01$. At $g=6$ this order gives only the scale, since it puts $\ln K$ itself at $-0.19$ against the sampled $-0.10$. Raising the cutoff from 16 to 128 modes lowers $\ln K$ by 0.007 in the first row, 0.005 in the second and 0.004 in the last two, so that the first row becomes $K\approx0.90$, $A\approx630$ neV. The third digits of $K$ and $A$ in the table are therefore not significant. The tunnel formula gives $e^{-3}=0.0498$. The first product is smaller by the factor 0.985, as expected from $\sum_nT_n^2/4=0.015$ in (26). For 8 channels at 0.75 the product is 0.078 of the tunnel value, and for the continuous diffusive density 0.012.

Between the first and third rows the product falls by a factor 12.6 and the amplitude by 11.9; the difference is the change in $K$. Thus nearly all the contrast comes from the reflection amplitudes. The Gaussian prefactor alone overestimates the amplitudes by 5 to 10 per cent relative to the 16-mode results, and by about 5 to 11 per cent at the larger cutoff.

At lower temperature $\kappa$ falls, and instantons of many widths contribute. Equation (17) still supplies the factor $\prod_n\sqrt{1-T_n}$ for every path of winding one, but the width can no longer be treated as a Gaussian variable, and the Gaussian estimate, (25) with $K=1$, ceases to be a good approximation. The factor $K$ must then carry a large correction. If $Z_1/Z_0$ approaches one, higher windings matter too and the single cosine (5) fails. The numerical output that follows lists the values of the worked example at 16 modes.

## Computed values

```
capacitance C = 1.0e-04 cm
temperature = 4.0 K
charging energy E_C = 1.1535e-15 erg
charging energy E_C = 0.7200 meV
thermal energy kT = 0.3447 meV
kT/E_C = 0.4788 (dimensionless)
g = G h/e^2 = 6.0 (dimensionless)
conductance G = 2.0891e+08 cm/s
conductance G = 232.44 microsiemens
level spacing must be far below kT/g = 57.45 microeV
kappa = 9.4502 (dimensionless)
thermal factor exp(-kappa/2) = 8.86984e-03
decoupled-island amplitude = 6.1148 microeV
Gaussian prefactor D = 2.3324 (dimensionless)
tunnel formula exp(-G h/2e^2) = 0.04979
diffusive exponent per g = -1.233701
[600 x 0.01] product sqrt(1-T_n) = 4.90409e-02
[600 x 0.01] product / tunnel formula = 0.9850
[600 x 0.01] correction K = 0.9088 +- 0.0022
[600 x 0.01] total suppression D K product = 1.0395e-01
[600 x 0.01] amplitude A = 635.627 neV
[12 x 0.5] product sqrt(1-T_n) = 1.56250e-02
[12 x 0.5] product / tunnel formula = 0.3138
[12 x 0.5] correction K = 0.9392 +- 0.0018
[12 x 0.5] total suppression D K product = 3.4230e-02
[12 x 0.5] amplitude A = 209.305 neV
[8 x 0.75] product sqrt(1-T_n) = 3.90625e-03
[8 x 0.75] product / tunnel formula = 0.0785
[8 x 0.75] correction K = 0.9566 +- 0.0017
[8 x 0.75] total suppression D K product = 8.7156e-03
[8 x 0.75] amplitude A = 53.294 neV
[diffusive] product sqrt(1-T_n) = 6.09907e-04
[diffusive] product / tunnel formula = 0.0123
[diffusive] correction K = 0.9518 +- 0.0017
[diffusive] total suppression D K product = 1.3539e-03
[diffusive] amplitude A = 8.279 neV
largest instanton weight error = 1.3e-15
largest remainder, random winding-1 paths = 0.9959
winding-1 weight with an open channel = 5.3e-17
weak contact g = 0.1, E_C/kT = 2.0
weak contact, log suppression sampled = -0.03607
weak contact, log suppression perturbative = -0.03624
```
